# Hartree-Fock Local Moment of a Dangling Bond at a Metal

**The system.** A dangling bond near a metal gate or contact is described by

$$H=\sum_{k\sigma}\varepsilon_k c^\dagger_{k\sigma}c_{k\sigma}+\varepsilon_d\sum_\sigma n_\sigma+Un_\uparrow n_\downarrow+\sum_{k\sigma}V_k\left(d^\dagger_\sigma c_{k\sigma}+c^\dagger_{k\sigma}d_\sigma\right),$$

where $n_\sigma=d^\dagger_\sigma d_\sigma$, $U>0$ and $V_k$ is real. The metal is nonmagnetic, and its Fermi level is the zero of energy. The model is symmetric: $\varepsilon_d=-U/2$. The quantity $\Delta=\pi\sum_kV_k^2\,\delta(\omega-\varepsilon_k)$ is constant over a band from $-D$ to $D$, with $D\to\infty$. For equal couplings $V$ and a density of states $\rho$ per spin, $\Delta=\pi\rho V^2$. The temperature is zero until part (e).

## (a) Derive the Hartree-Fock occupation of each spin.

**Answer.** In a Slater determinant of fixed particle number, the average of $n_\uparrow n_\downarrow$ contains $\langle n_\uparrow\rangle\langle n_\downarrow\rangle$ and a spin-flip term $-|\langle d^\dagger_\uparrow d_\downarrow\rangle|^2$. The $2\times2$ matrix $\langle d^\dagger_\sigma d_{\sigma'}\rangle$ is Hermitian, so a spin rotation makes it diagonal. Rotating all spins together leaves $H$ unchanged, so nothing is lost by dropping the spin-flip term. The interaction becomes

$$Un_\uparrow n_\downarrow\to U\left(n_\uparrow\langle n_\downarrow\rangle+n_\downarrow\langle n_\uparrow\rangle-\langle n_\uparrow\rangle\langle n_\downarrow\rangle\right),$$

and each spin sees a level $E_\sigma=\varepsilon_d+U\langle n_{-\sigma}\rangle$. From here on, $n_\sigma$ denotes the average.

The equations of motion for the retarded Green's functions are

$$(\omega-E_\sigma)G_\sigma=1+\sum_kV_kG_{k\sigma},\qquad(\omega+i0-\varepsilon_k)G_{k\sigma}=V_kG_\sigma .$$

Eliminating $G_{k\sigma}$ leaves the self-energy $\sum_kV_k^2/(\omega+i0-\varepsilon_k)$. Its imaginary part is $-\Delta$. Its real part is $(\Delta/\pi)\ln|(D+\omega)/(D-\omega)|$, which vanishes as $D\to\infty$. Hence

$$G_\sigma=\frac1{\omega-E_\sigma+i\Delta},\qquad \rho_\sigma(\omega)=-\frac1\pi\,\mathrm{Im}\,G_\sigma=\frac1\pi\frac{\Delta}{(\omega-E_\sigma)^2+\Delta^2}.$$

This is a Lorentzian of half-width $\Delta$. Filling it up to the Fermi level gives

$$n_\sigma=\int_{-\infty}^0\rho_\sigma\,d\omega=\frac1\pi\left[\arctan\frac{\omega-E_\sigma}{\Delta}\right]_{-\infty}^{0}=\frac12-\frac1\pi\arctan\frac{E_\sigma}{\Delta}.$$

## (b) Find the condition for a moment $m=n_\uparrow-n_\downarrow\neq0$, allowing the total charge to adjust freely.

**Answer.** Write $n_\sigma=\tfrac12+x_\sigma$. Then $E_\sigma=-U/2+U(\tfrac12+x_{-\sigma})=Ux_{-\sigma}$, and the two equations are

$$x_\uparrow=-f(x_\downarrow),\qquad x_\downarrow=-f(x_\uparrow),\qquad f(x)=\frac1\pi\arctan\frac{Ux}{\Delta}.$$

Set $z=-x_\downarrow$. Because $f$ is odd, $x_\uparrow=f(z)$ and $z=f(x_\uparrow)$. If $x_\uparrow>z$, then, $f$ being increasing, $f(x_\uparrow)>f(z)$, which says $z>x_\uparrow$: a contradiction. The case $x_\uparrow<z$ fails in the same way. So $x_\uparrow=-x_\downarrow=m/2$: every solution has total occupation one, and

$$m=\frac2\pi\arctan\frac{Um}{2\Delta}.$$

Take $m>0$; the solution $-m$ is its mirror image. With $y=\pi m/2$ and $u=U/(\pi\Delta)$, the argument $Um/2\Delta$ equals $uy$, so

$$\frac{\tan y}{y}=u,\qquad0<y<\frac\pi2 .$$

The left side increases throughout, since

$$\frac{d}{dy}\frac{\tan y}{y}=\frac{y-\sin y\cos y}{y^2\cos^2y}>0,$$

where $\sin y\cos y=\tfrac12\sin2y<y$. It runs from 1 at $y\to0$ to infinity at $y\to\pi/2$. There is therefore one positive root if $u>1$ and none otherwise:

$$\boxed{U>\pi\Delta}$$

The nonmagnetic impurity has density of states $\rho_d(0)=1/(\pi\Delta)$ per spin at the Fermi level, so the condition reads $U\rho_d(0)>1$. A small spin imbalance shifts the levels, and the shift must produce more imbalance than it started from.

A numerical search for all roots of the two-spin equations found one solution at $u=0.9$ and three at $u=1.5$, as the argument requires.

## (c) Show that the solution with a moment has the lower energy.

**Answer.** Let $\Omega(E)$ be the ground-state energy of one spin species with impurity level $E$, at fixed Fermi level zero. The derivative of the energy with respect to a level is its occupation: $d\Omega/dE=n(E)$. For a trial moment $m$ with total occupation one, the levels are $\mp Um/2$, and the mean-field constant is $-Un_\uparrow n_\downarrow=-U(1-m^2)/4$. The mean-field energy is

$$W(m)=\Omega(-Um/2)+\Omega(Um/2)-\frac U4(1-m^2).$$

Differentiating, and using $n(-h)-n(h)=(2/\pi)\arctan(h/\Delta)$,

$$\frac{dW}{dm}=-\frac U2\left[n(-Um/2)-n(Um/2)\right]+\frac{Um}2=\frac U2\left[m-\frac2\pi\arctan\frac{Um}{2\Delta}\right].$$

For $u>1$ the bracket starts as $m(1-u)<0$ and has no zero before the self-consistent moment. So $W$ falls all the way from $m=0$ to that moment. At both end points the trial and actual occupations agree, and $W$ is then the expectation value of the full $H$ in the determinant. The moment therefore lowers the Hartree-Fock energy.

To integrate, put $a=Um/2\Delta$, so that $dm=(2\Delta/U)\,da$:

$$W(m)-W(0)=\frac{Um^2}4-\frac{2\Delta}\pi\left[a\arctan a-\tfrac12\ln(1+a^2)\right].$$

## (d) Find $m$ just above threshold and for large $U/\Delta$. Then evaluate the case $U=0.30$ eV, $\Delta=0.05$ eV.

**Answer.** Near threshold $y$ is small and $\tan y/y=1+y^2/3+\dots$, so $y^2\approx3(u-1)$ and

$$m\approx\frac2\pi\sqrt{3(u-1)} .$$

For large $a$, $\arctan a\approx\pi/2-1/a$. With $m\approx1$ in the correction, $a\approx U/2\Delta$ and

$$m\approx1-\frac{4\Delta}{\pi U}.$$

The missing part is the Lorentzian tail on the wrong side of the Fermi level.

For the given numbers, $\pi\Delta=0.157$ eV, so $u=0.30/0.157=1.91$ and a moment exists. The equation is $m=(2/\pi)\arctan(3m)$. Starting from $m=1$, iteration gives 0.795, 0.747, 0.733, 0.728, 0.727 and converges to

$$m=0.726,$$

in Bohr magnetons for $g=2$. The occupations are 0.863 and 0.137, and the spin-split levels lie at $\mp Um/2=\mp0.109$ eV. With $a=3m=2.18$, the energy change is $0.0395-0.0512=-0.0117$ eV.

At fixed $U=0.30$ eV the critical half-width is $U/\pi=0.095$ eV:

| $\Delta$ (eV) | $u$ | $m$ |
|---|---|---|
| 0.02 | 4.77 | 0.907 |
| 0.05 | 1.91 | 0.726 |
| 0.09 | 1.06 | 0.263 |
| 0.15 | 0.64 | 0 |

The large-$U$ law gives 0.915 in the first row, and the threshold law gives 0.272 in the third.

These results were tested without the arctangent formula. The metal was replaced by 201 discrete levels representing a band of $\pm1000\Delta$, and the matrix was diagonalised and iterated to self-consistency. For $u=0.8$, 1.2, 2.0 and 4.0 this gave $m=0$, 0.443, 0.743 and 0.888; the formula gives 0, 0.443, 0.742 and 0.887. The energy change at $u=1.91$, evaluated from the full Hamiltonian, was $-11.72$ meV against $-11.71$ meV.

## (e) How do a displaced level and a temperature of 300 K change the Hartree-Fock moment?

**Answer.** *Displaced level.* Let $\varepsilon_d=-U/2+\delta$. The nonmagnetic solution has $E=\delta+U(n-\tfrac12)$, hence

$$\delta=E+\frac U\pi\arctan\frac E\Delta .$$

Let $\rho_d(E)=\Delta/[\pi(E^2+\Delta^2)]$ be the density of states per spin at the Fermi level when the impurity level is at $E$. Since $dn/dE=-\rho_d(E)$, a small imbalance $x_\uparrow\to x_\uparrow+\eta$, $x_\downarrow\to x_\downarrow-\eta$ is returned multiplied by $U\rho_d(E)$. The nonmagnetic state becomes stable when this factor falls to 1:

$$\frac{U\Delta}{\pi(E_c^2+\Delta^2)}=1\quad\Rightarrow\quad E_c=\sqrt{\Delta\left(\frac U\pi-\Delta\right)}=0.048\ \text{eV}.$$

The corresponding displacement is $|\delta_c|=0.048+0.095\arctan(0.95)=0.12$ eV; both signs are equivalent by particle-hole symmetry. Stability alone does not exclude a separate solution with a large moment. Iteration from a strongly polarised start ($n_\downarrow=0.01$) was therefore used as a test: a moment survived at $0.95\,\delta_c$ and none at $1.05\,\delta_c$.

*Temperature.* Now $n(E)=\int F(\omega)\rho(\omega)\,d\omega$ with the Fermi function $F=\tfrac12[1-\tanh(\omega/2k_BT)]$. Use the expansion

$$\tanh\frac{\omega}{2k_BT}=4k_BT\sum_{j\ge0}\frac{\omega}{\omega^2+\nu_j^2},\qquad\nu_j=(2j+1)\pi k_BT .$$

Each term is the real part of $1/(\omega+i\nu_j)$. Closing the contour in the upper half-plane, where the Lorentzian has its pole at $E+i\Delta$, gives the average $1/(E+i\Delta+i\nu_j)$. Taking the real part,

$$n(E)=\frac12-2k_BT\sum_{j\ge0}\frac{E}{E^2+(\Delta+\nu_j)^2}.$$

Solving $m=n(-Um/2)-n(Um/2)$ at 300 K, where $k_BT=0.0259$ eV, gives $m=0.63$. For small $m$ the equation reduces to

$$1=2Uk_BT\sum_{j\ge0}\frac1{(\Delta+\nu_j)^2},$$

which is met at 531 K. As $T\to0$ the sum becomes an integral with spacing $2\pi k_BT$, and the right side tends to $U/(\pi\Delta)$, recovering part (b). The temperature of 531 K belongs to the mean field and should not be read as a phase transition of a single bond.

## (f) Does the moment survive beyond Hartree-Fock, and what does the example say about a germanium contact?

**Answer.** *Beyond mean field.* $H$ is invariant under spin rotation, so a nondegenerate ground state cannot carry a static moment. Hartree-Fock breaks this symmetry by choosing a direction. The example was also solved by many-body diagonalisation, with seven levels representing a metal band cut off at $\pm1.5$ eV. The ground state is a singlet with zero static moment; the lowest state with one unit of spin lies 3.8 meV higher, a gap that belongs to this small bath.

The mean square moment $\langle(n_\uparrow-n_\downarrow)^2\rangle$ is nevertheless 0.756; with seven levels representing a band of $\pm5$ eV instead it is 0.748. Nine levels fitted to an infinitely wide band give about 0.746, so the third digit depends on the band and the bath. Hartree-Fock gives $(1+m^2)/2=0.764$ for the wide band and 0.779 for the band of $\pm1.5$ eV, about 0.02 too high in either case, while an uncorrelated nonmagnetic bond gives 0.5. Hartree-Fock thus describes the size of the moment well here and misses its fluctuation in direction.

A weak field that moves the levels by $\mp b/2$ gives a free spin $m=b/(2k_BT)$. Equating this to the calculated response defines a temperature $T_s$, the scale of the spin fluctuations. At $U=0$, part (a) gives $m=b/(\pi\Delta)$, so $k_BT_s=\pi\Delta/2=0.0785$ eV; the small bath gives 0.0788 eV. At $U=0.30$ eV it gives 0.012 eV, or roughly 130 K; nine-level baths give 0.010 to 0.011 eV, or 120 to 130 K. The agreement at $U=0$ does not fix the error at full $U$, so this is a scale only. Since 300 K is two to two and a half times $T_s$, a partly free spin is expected at room temperature. Diagonalisation of all many-body states with five metal levels supports this: at 300 K the response to a weak local field is 0.57 of that of a free spin for a band of $\pm1.5$ eV and 0.55 for a wide band, against 0.24 and 0.23 at $U=0$.

*The germanium contact.* The parameters are rough ones for a germanium dangling bond separated from a metal by a thin oxide. A repulsion of a few tenths of an eV is an assumption, and lattice relaxation can make the effective value smaller; $\Delta=0.05$ eV is a choice that assumes strong coupling through a very thin or low barrier. Because the coupling is by tunnelling, the real value falls roughly exponentially with oxide thickness and may be far smaller. The assumption most at risk is symmetry: the germanium dangling-bond level is thought to lie low, near the valence band, and a displacement of just over 0.12 eV already takes the Hartree-Fock moment from 0.73 to zero. That zero is a mean-field result: many-body diagonalisation with seven levels at a displacement of 0.126 eV still gives a mean square moment of 0.54, against 0.43 for uncorrelated electrons at the same occupation, so at this displacement the local spin is reduced rather than removed. At a displacement of 0.30 eV, which corresponds to a level near the valence band only if the metal Fermi level sits at midgap, the two values are 0.164 and 0.157 (about 0.17 and 0.165 for a wide band), and almost no local spin is left.

Image charge also matters. A charge $\pm e$ at distance $z$ from an ideal metal feels the attraction $e^2/[4\pi\varepsilon_0\varepsilon_r(2z)^2]$. Integrating from $d$ to infinity lowers each charged state by $e^2/(16\pi\varepsilon_0\varepsilon_rd)$. As $U$ is the energy of the two charged states minus twice that of the neutral one, it falls by $e^2/(8\pi\varepsilon_0\varepsilon_rd)$. For $d=0.7$ nm and a uniform $\varepsilon_r=10$ this is 0.10 eV. If 0.30 eV did not already include it, $u$ would drop to 1.26 and $m$ to 0.49. The uniform medium overstates the effect in a layered contact: for a charge at the interface between germanium ($\varepsilon_r=16$) and 0.7 nm of oxide with $\varepsilon_r$ between 4 and 9, the same electrostatics gives a reduction of 0.06 to 0.07 eV and $m$ of about 0.6.

A metal half-band of 5 eV instead of an infinite one changes $m$ by only about 1%, to 0.733. The centres of the Hartree-Fock levels, at $\mp0.11$ eV, would lie inside the germanium gap, whose half-width is roughly 0.33 eV, if the Fermi level were at midgap. Their Lorentzian tails do not: about 11% of the Hartree-Fock weight already lies beyond $\pm0.33$ eV, and the many-body spectrum has a larger second moment. Nearer a band edge, coupling to the germanium states would have to be added.

## Table of computed values

```
Repulsion U = 0.30 eV
Hybridisation half-width Delta = 0.05 eV
Threshold pi*Delta = 0.1571 eV
Critical half-width U/pi = 0.0955 eV
Coupling u = U/(pi Delta) = 1.9099
Iterate 1 of m from m=1: 0.7952
Iterate 2 of m from m=1: 0.7473
Iterate 3 of m from m=1: 0.7329
Iterate 4 of m from m=1: 0.7283
Iterate 5 of m from m=1: 0.7267
Converged moment m = 0.7260 (Bohr magnetons for g=2)
Occupations n_up, n_dn = 0.8630, 0.1370
Spin-split levels = -/+ 0.1089 eV
Energy change, formula = -11.707 meV
Energy change, discrete metal = -11.724 meV
Delta = 0.02 eV: u = 4.775, m = 0.9071
Delta = 0.09 eV: u = 1.061, m = 0.2629
Delta = 0.15 eV: u = 0.637, m = 0.0000
u = 0.8: m discrete metal 0.0000, formula 0.0000
u = 1.2: m discrete metal 0.4430, formula 0.4427
u = 2.0: m discrete metal 0.7426, formula 0.7420
u = 4.0: m discrete metal 0.8876, formula 0.8870
Number of solutions at u=0.9 and u=1.5: [1, 3]
m / near-threshold law at u=1.001: 0.9994
(1-m) / large-U law at u=100: 1.0041
Temperature = 300 K, kT = 0.02585 eV
Hartree-Fock moment at this temperature = 0.6334
Hartree-Fock moment vanishes at 531 K
Critical resonance position E_c = 0.0477 eV
Level displacement that removes moment = 0.1204 eV
Metal half-band = 5.0 eV: m = 0.7326
Distance to metal = 0.7 nm, permittivity = 10
Image-charge reduction of U = 0.1029 eV
u if U still had to be reduced by it = 1.2551
Moment in that case = 0.4871
Half of rough germanium gap = 0.33 eV
Seven-level bath, U=0: spin scale = 0.0788 eV
Wide band, U=0: pi*Delta/2 = 0.0785 eV
Seven-level bath, full U: spin scale = 0.0116 eV
Same spin scale as temperature = 134 K
Many-body static moment = 3.3e-13
Triplet minus singlet energy = 3.79 meV
Mean square moment, many-body = 0.7562
Mean square moment, Hartree-Fock = 0.7635
```
